# Negative-energy solutions of the Bogoliubov–de Gennes equations, part 1

(Sections cited here and not found follow in the second part.)

Two localized electron levels are coupled to each other by tunnelling and to a superconductor by proximity, so that pairs of electrons leak in and out. The mean-field description of such a device is a Hamiltonian quadratic in fermion operators, with terms that create and destroy pairs. It is solved by writing a Bogoliubov–de Gennes (BdG) matrix and diagonalizing it. For two spin-polarized levels the matrix is \(4\times4\), and it returns four eigenvalues, placed symmetrically about zero: two positive and two negative, except at special parameter values where a pair vanishes. Anyone who wants the ground-state energy, the entropy or the list of excited states must then decide what the two negative eigenvalues stand for.

Hartree atomic units are used, with \(k_B=1\), so temperatures are energies and entropies are pure numbers in units of \(k_B\).

## The belief and its appeal

The belief runs as follows. The BdG matrix is a Hermitian one-particle Hamiltonian with \(2N\) eigenvectors. Each eigenvector is a fermion level. The ground state fills all levels below zero, its energy is the sum of the negative eigenvalues, and there are two families of excitations: particles put into positive levels and holes made in negative ones.

Several true facts lend it support. For a number-conserving Hamiltonian \(\sum h_{ij}c_i^\dagger c_j\), with the chemical potential included in \(h\), the recipe is exact. For the Dirac equation the emptied negative level is a positron, a particle distinct from the electron. A tunnelling spectrum of a superconductor shows peaks at both signs of the bias, as in the semiconductor picture. Correct formulas for the density sum over all \(2N\) solutions with a Fermi function. And there is a form of the Nambu spinor, available when pairing joins only opposite spins and \(S_z\) is conserved, for which the belief is right. The error lies in applying it to the doubled spinor, which lists every annihilator and every creator.

One level without pairing already shows the trouble. For \(H=\varepsilon c^\dagger c\) the BdG matrix defined below is \(\mathrm{diag}(\varepsilon,-\varepsilon)\). The Fock space has two states, with energies \(0\) and \(\varepsilon\). The belief assigns two levels, four states and a ground energy \(-|\varepsilon|\), which for \(\varepsilon>0\) is an energy the system does not possess.

## The Hamiltonian in the doubled basis

Take \(N\) fermion modes with \(\{c_i,c_j^\dagger\}=\delta_{ij}\) and \(\{c_i,c_j\}=0\). The index \(i\) includes spin when there is spin. The Hamiltonian is
\[
H=\sum_{ij}h_{ij}c_i^\dagger c_j+\frac12\sum_{ij}\left(\Delta_{ij}c_i^\dagger c_j^\dagger+\Delta_{ij}^*c_jc_i\right),
\]
with \(h=h^\dagger\). The matrix \(h\) contains \(-\mu\) on its diagonal, so \(H\) is the grand-canonical operator, energy minus \(\mu\hat N\). Because \(c_i^\dagger c_j^\dagger=-c_j^\dagger c_i^\dagger\), a symmetric part of \(\Delta\) cancels from the sum, and \(\Delta^T=-\Delta\) may be assumed. The factor \(\tfrac12\) makes each pair \(i<j\) appear once with amplitude \(\Delta_{ij}\). No c-number is included in \(H\).

Define the column of \(2N\) operators and the \(2N\times2N\) matrix
\[
\Psi=\begin{pmatrix}c\\ c^\dagger\end{pmatrix},\qquad
\mathcal H=\begin{pmatrix}h&\Delta\\-\Delta^*&-h^*\end{pmatrix}.
\]
The row \(\Psi^\dagger\) is \((c^\dagger,c)\). The matrix is Hermitian: \(\Delta^\dagger=(\Delta^T)^*=-\Delta^*\), and \((h^*)^\dagger=h^T=h^*\), the last step being the complex conjugate of \(h^\dagger=h\). Multiplying out the blocks,
\[
\Psi^\dagger\mathcal H\Psi=\sum_{ij}\left(h_{ij}c_i^\dagger c_j+\Delta_{ij}c_i^\dagger c_j^\dagger-\Delta^*_{ij}c_ic_j-h^*_{ij}c_ic_j^\dagger\right).
\]
The third term is \(+\Delta^*_{ij}c_jc_i\) by anticommutation. In the fourth, \(h^*_{ij}=h_{ji}\) and \(c_ic_j^\dagger=\delta_{ij}-c_j^\dagger c_i\), so
\[
-\sum_{ij}h^*_{ij}c_ic_j^\dagger=-\sum_i h_{ii}+\sum_{ij}h_{ji}c_j^\dagger c_i=-\mathrm{Tr}\,h+\sum_{ij}h_{ij}c_i^\dagger c_j .
\]
The one-body term therefore appears twice, and the pair terms appear without their factor \(\tfrac12\). The whole expression equals \(2H-\mathrm{Tr}\,h\), which gives the operator identity
\[
H=\frac12\Psi^\dagger\mathcal H\Psi+\frac12\mathrm{Tr}\,h .
\]
Both halves have the same origin. The product \(\Psi^\dagger\mathcal H\Psi\) contains each one-body term twice, once in the order \(c^\dagger c\) and once in the order \(cc^\dagger\), and each pair term with twice its weight in \(H\). The first half undoes this doubling, and the trace is the cost of reordering the one-body terms.

## What the spinor's anticommutators say

Let \(a,b\) run from \(1\) to \(2N\). Checking the four blocks in turn gives \(\{\Psi_a,\Psi_b^\dagger\}=\delta_{ab}\): the diagonal blocks are \(\{c_i,c_j^\dagger\}\) and \(\{c_i^\dagger,c_j\}\), and the off-diagonal ones are \(\{c_i,c_j\}\) and \(\{c_i^\dagger,c_j^\dagger\}\), which vanish. This relation is what \(2N\) independent fermions would obey, and it is the formal root of the belief. Independent fermions must also obey \(\{\Psi_a,\Psi_b\}=0\), and this fails. With \(\tau_x\) the matrix that exchanges the upper and lower blocks,
\[
\Psi_a^\dagger=(\tau_x\Psi)_a,\qquad \{\Psi_a,\Psi_b\}=(\tau_x)_{ab}.
\]
The lower half of \(\Psi\) is the adjoint of the upper half and adds no degree of freedom.

The matrix carries the same redundancy. Conjugating \(\mathcal H\) and exchanging the blocks in both rows and columns,
\[
\mathcal H^*=\begin{pmatrix}h^*&\Delta^*\\-\Delta&-h\end{pmatrix},\qquad
\tau_x\mathcal H^*\tau_x=\begin{pmatrix}-h&-\Delta\\ \Delta^*&h^*\end{pmatrix}=-\mathcal H .
\]
Let \(\mathcal Hw=Ew\) with \(w=(u,v)^T\), and define the partner \(Cw=\tau_xw^*=(v^*,u^*)^T\). Conjugating the eigenvalue equation gives \(\mathcal H^*w^*=Ew^*\), since \(E\) is real. Multiplying by \(\tau_x\) and inserting \(\tau_x^2=1\) gives \((\tau_x\mathcal H^*\tau_x)\,Cw=E\,Cw\), that is
\[
\mathcal H\,Cw=-E\,Cw .
\]
The spectrum of \(\mathcal H\) is symmetric for every \(h\) and every \(\Delta\), however asymmetric the band and whatever fields are applied. The symmetry comes only from listing each mode twice in \(\Psi\), once as annihilator and once as creator, so it is a feature of the notation. It is usually called particle-hole symmetry, but it places no restriction on the physical system.

## The operator that belongs to a negative solution

To each normalized eigenvector attach the operator
\[
\gamma_w=w^\dagger\Psi=\sum_i\left(u_i^*c_i+v_i^*c_i^\dagger\right).
\]
For the partner, \(u\) is replaced by \(v^*\) and \(v\) by \(u^*\):
\[
\gamma_{Cw}=\sum_i\left(v_ic_i+u_ic_i^\dagger\right)=\gamma_w^\dagger .
\]
The operator that "annihilates" the solution at \(-E\) is the creator of the solution at \(+E\). A numerical diagonalization may return the partner with an arbitrary phase, which multiplies the right-hand side; when \(E\) is degenerate, as with spin degeneracy, it may return a unitary mixture of the partners. Energies and site occupations do not depend on this choice, but the determinant used below to find the parity does, so for that purpose the partner must be constructed as \(Cw\) from the positive solution.

The anticommutators follow from those of \(\Psi\):
\[
\{\gamma_w,\gamma_{w'}^\dagger\}=\sum_{ab}w_a^*w'_b\,\delta_{ab}=w^\dagger w',\qquad
\{\gamma_w,\gamma_{w'}\}=\sum_{ab}w_a^*w_b'^*(\tau_x)_{ab}=w^\dagger\,Cw' .
\]
Suppose first that \(\mathcal H\) has no zero eigenvalue. The map \(C\) is invertible, since \(C^2=1\), and it exchanges the positive and negative eigenspaces, so each has dimension \(N\). Choose orthonormal eigenvectors \(w_1,\dots,w_N\) with \(E_n>0\), write \(\gamma_n=\gamma_{w_n}\), and write \(\gamma_{-n}=\gamma_{Cw_n}\). The partners are orthonormal because \((Cw)^\dagger(Cw')=(w^\dagger w')^*\), and they are orthogonal to all \(w_m\) because their eigenvalues differ in sign. Hence
\[
\{\gamma_n,\gamma_m^\dagger\}=\delta_{nm},\qquad\{\gamma_n,\gamma_m\}=0,
\]
and the \(N\) positive solutions are canonical fermions. The negative ones cannot be added to the list, because
\[
\{\gamma_{-n},\gamma_n\}=1,\qquad \gamma_{-n}^\dagger\gamma_{-n}=\gamma_n\gamma_n^\dagger=1-\gamma_n^\dagger\gamma_n .
\]
The occupation of the level at \(-E_n\) is fixed by that of the level at \(+E_n\): one is full exactly when the other is empty. Both full and both empty are not states. The transition that the belief expects at energy \(2E_n\), lifting a particle from \(-E_n\) to \(+E_n\), has the operator \(\gamma_n^\dagger\gamma_{-n}=\gamma_n^\dagger\gamma_n^\dagger=0\). A lift from \(-E_m\) to \(+E_n\) with \(m\ne n\) does exist, and it is \(\gamma_n^\dagger\gamma_m^\dagger\), the creation of two ordinary quasiparticles. The lift from \(-E_n\) to \(+E_m\) is the same operator up to a sign, so the belief counts this state twice.

## Diagonal form, spectrum and ground energy

Collect the eigenvectors as columns, positive ones first:
\[
W=\begin{pmatrix}U&V^*\\V&U^*\end{pmatrix},\qquad \mathcal H=W\begin{pmatrix}E&0\\0&-E\end{pmatrix}W^\dagger ,
\]
where column \(n\) of \(U\) and \(V\) holds \(u\) and \(v\) of \(w_n\), and \(E=\mathrm{diag}(E_1,\dots,E_N)\). \(W\) is unitary because its columns are orthonormal. The column \(\Gamma=W^\dagger\Psi\) has entries \((\gamma_1,\dots,\gamma_N,\gamma_1^\dagger,\dots,\gamma_N^\dagger)\). Then
\[
\frac12\Psi^\dagger\mathcal H\Psi=\frac12\sum_{n=1}^N\left(E_n\gamma_n^\dagger\gamma_n-E_n\gamma_n\gamma_n^\dagger\right)=\sum_{n=1}^NE_n\left(\gamma_n^\dagger\gamma_n-\frac12\right),
\]
using \(\gamma_n\gamma_n^\dagger=1-\gamma_n^\dagger\gamma_n\). The positive and the negative solution each supply half of the excitation energy \(E_n\) of one quasiparticle. The Hamiltonian is
\[
H=\sum_{n=1}^NE_n\hat n_n+E_0,\qquad \hat n_n=\gamma_n^\dagger\gamma_n,\qquad E_0=\frac12\mathrm{Tr}\,h-\frac12\sum_{n=1}^NE_n .
\]

It remains to show that every pattern of occupations occurs exactly once. The \(\hat n_n\) commute and satisfy \(\hat n_n^2=\gamma_n^\dagger(1-\gamma_n^\dagger\gamma_n)\gamma_n=\hat n_n\), so the Fock space splits into \(2^N\) joint eigenspaces labelled by \(n_n\in\{0,1\}\). The operator \(\gamma_n^\dagger\) commutes with \(\hat n_m\) for \(m\neq n\) and takes \(n_n=0\) to \(n_n=1\). On a state with \(n_n=0\) it preserves the norm, since \(\|\gamma_n^\dagger\psi\|^2=\langle\psi|1-\hat n_n|\psi\rangle\), and \(\gamma_n\) does the same in the reverse direction. All joint eigenspaces therefore have equal dimension. There are \(2^N\) of them in a space of dimension \(2^N\), so each is one-dimensional. The levels of \(H\) are \(E_0+\sum_nn_nE_n\), and since all \(E_n>0\) the lowest is \(E_0\). The negative eigenvalues of \(\mathcal H\) are the numbers \(-E_n\), so
\[
E_0=\frac12\mathrm{Tr}\,h+\frac12\sum_{E_\alpha<0}E_\alpha ,
\]
where \(\alpha\) runs over all \(2N\) eigenvalues. The ground state \(|\Omega\rangle\) obeys \(\gamma_n|\Omega\rangle=0\), which can be read as \(\gamma_{-n}^\dagger|\Omega\rangle=0\): "all negative levels are full" is a second wording of "no quasiparticle is present".

Zero eigenvalues need one more step. The null space of \(\mathcal H\) is mapped to itself by \(C\), and its dimension is even because the rest of the \(2N\) dimensions is paired. For any null vector \(w\), the vectors \(w+Cw\) and \(i(w-Cw)\) are invariant under \(C\), and \(w\) is a combination of them, so invariant vectors span the null space. The inner product of two invariant vectors equals its own conjugate and is real, so Gram–Schmidt orthogonalization uses real coefficients and preserves invariance. From an orthonormal invariant pair \(r,r'\) form \(w=(r+ir')/\sqrt2\). Its partner \((r-ir')/\sqrt2\) is orthogonal to it, and \(W\) keeps its form. The formula for \(E_0\) stands, since zeros add nothing to the sum, and each mode with \(E_n=0\) doubles the degeneracy of the ground level.

Two limits isolate the two halves. With \(\Delta=0\) the matrix is block diagonal with eigenvalues \(\pm\xi_k\), where \(\xi_k\) are the eigenvalues of \(h\); the negative ones are \(-|\xi_k|\), and
\[
E_0=\frac12\sum_k\left(\xi_k-|\xi_k|\right)=\sum_{\xi_k<0}\xi_k ,
\]
the filled Fermi sea. The trace term cancels the contribution \(-\tfrac12|\xi_k|\) of each empty level and supplies the second half of the energy of each filled one. With \(h=0\) and two modes paired by a real amplitude \(\Delta>0\), the Hamiltonian \(\Delta(c_1^\dagger c_2^\dagger+c_2c_1)\) mixes the empty and the doubly occupied state, with lowest energy \(-\Delta\). The BdG matrix squares to \(\Delta^2\) times the identity and is traceless, so it has \(-\Delta\) twice. The sum is \(-2\Delta\), and the half is needed although the trace vanishes.

## Fermion parity

\(H\) changes the particle number by zero or two, so it commutes with the parity \(\mathcal P=\prod_j(1-2c_j^\dagger c_j)\). The value \(E_0\) is the minimum over both parities. The parity of \(|\Omega\rangle\) is \(\det W\), for the following reason.

Define Hermitian Majorana operators \(a_j=c_j+c_j^\dagger\) and \(a_{N+j}=-i(c_j-c_j^\dagger)\), that is \(a=\Lambda\Psi\) with \(\Lambda/\sqrt2\) unitary. Distinct \(a_k\) anticommute. Multiplying out,
\[
a_ja_{N+j}=-i\left(-c_jc_j^\dagger+c_j^\dagger c_j\right)=i\left(1-2c_j^\dagger c_j\right),
\]
so \(\mathcal P=\prod_j(-i\,a_ja_{N+j})=\kappa\,a_1a_2\cdots a_{2N}\), where \(\kappa\) collects the factors \(-i\) and the sign of the reordering. The same construction on the quasiparticles, \(b=\Lambda\Gamma\), gives \(\prod_n(1-2\hat n_n)=\kappa\,b_1\cdots b_{2N}\) with the same \(\kappa\). The two sets are related by \(b=Oa\) with \(O=\Lambda W^\dagger\Lambda^{-1}\). This matrix is unitary, and it is real because \(a\) and \(b\) are Hermitian and the \(a_k\) are linearly independent. Its determinant is therefore \(\pm1\), and it equals \(\det W^\dagger=(\det W)^*\), hence \(\det W\). Since distinct \(b_k\) anticommute, their product equals its antisymmetrized average over permutations \(\sigma\):
\[
b_1\cdots b_{2N}=\frac1{(2N)!}\sum_{l_1\dots l_{2N}}\Big[\sum_\sigma \mathrm{sgn}\,\sigma\;O_{\sigma(1)l_1}\cdots O_{\sigma(2N)l_{2N}}\Big]a_{l_1}\cdots a_{l_{2N}} .
\]
The bracket is the determinant of the matrix made of columns \(l_1,\dots,l_{2N}\) of \(O\). It vanishes if an index repeats, and it equals \(\mathrm{sgn}\,\pi\,\det O\) if the indices form a permutation \(\pi\). In that case \(a_{l_1}\cdots a_{l_{2N}}=\mathrm{sgn}\,\pi\;a_1\cdots a_{2N}\). The \((2N)!\) equal terms cancel the prefactor, and
\[
\prod_n(1-2\hat n_n)=\det W\;\mathcal P .
\]
A state with occupations \(n_n\) has parity \(\det W\,(-1)^{\sum_nn_n}\). The ground state has parity \(\det W\), and the lowest state of the other parity holds one quasiparticle in the softest mode, with energy \(E_0+\min_nE_n\). For an isolated device whose parity is fixed at the value opposite to \(\det W\), this second number is the ground energy.

## Thermodynamics, and the sums in which negative solutions are legitimate

The partition function factorizes over the \(N\) modes:
\[
Z=e^{-E_0/T}\prod_{n=1}^N\left(1+e^{-E_n/T}\right)=e^{-\mathrm{Tr}\,h/2T}\prod_{n=1}^N2\cosh\frac{E_n}{2T},
\]
where each factor \(e^{E_n/2T}\) from \(E_0\) has been multiplied into its bracket. The free energy (the grand potential, since \(\mu\) is inside \(h\)) is
\[
F=\frac12\mathrm{Tr}\,h-T\sum_{n=1}^N\ln2\cosh\frac{E_n}{2T}=\frac12\mathrm{Tr}\,h-\frac T2\sum_{\alpha=1}^{2N}\ln2\cosh\frac{E_\alpha}{2T},
\]
the second form holding because the cosh is even. Each mode is occupied independently with probability \(f_n=f(E_n)=1/(e^{E_n/T}+1)\), so the entropies add:
\[
S=-\sum_{n=1}^N\left[f_n\ln f_n+(1-f_n)\ln(1-f_n)\right].
\]
Since \(f(-E)=1-f(E)\), and the summand is unchanged under \(f\to1-f\), extending the sum to \(2N\) solutions doubles \(S\) at every temperature. At high temperature \(f\to\tfrac12\), the true entropy tends to \(N\ln2\), the logarithm of the Fock-space dimension, and the doubled count tends to \(2N\ln 2\), more than the space can hold.

The density behaves differently. From \(\Psi=W\Gamma\), \(c_i=\sum_n(U_{in}\gamma_n+V^*_{in}\gamma_n^\dagger)\) and \(c_i^\dagger=\sum_n(U^*_{in}\gamma_n^\dagger+V_{in}\gamma_n)\). The thermal state is diagonal in the occupations, so only products that leave them unchanged survive: \(\langle\gamma_n^\dagger\gamma_m\rangle=f_n\delta_{nm}\) and \(\langle\gamma_n\gamma_m^\dagger\rangle=(1-f_n)\delta_{nm}\). Then
\[
\langle c_i^\dagger c_i\rangle=\sum_{n=1}^N\left[|U_{in}|^2f(E_n)+|V_{in}|^2\left(1-f(E_n)\right)\right]=\sum_{\alpha=1}^{2N}|W_{i\alpha}|^2f(E_\alpha).
\]
The last form uses the fact that the upper component of the partner is \(V_{in}^*\) and that \(1-f(E_n)=f(-E_n)\). It runs over all solutions and has no half, because it reads only the upper \(N\) of the \(2N\) components, which is another way of discarding the duplicate. The negative solutions are a compact way to write the \(|V|^2\) terms.

The tunnelling peaks have the same explanation. Adding an electron to the ground state gives \(c_i^\dagger|\Omega\rangle=\sum_nU_{in}^*\gamma_n^\dagger|\Omega\rangle\), and removing one gives \(c_i|\Omega\rangle=\sum_nV_{in}^*\gamma_n^\dagger|\Omega\rangle\). Both processes end in the same state \(\gamma_n^\dagger|\Omega\rangle\), of energy \(E_0+E_n\). Addition is plotted at \(+E_n\) with weight \(|U_{in}|^2\), and removal, by the usual convention for spectral functions, at \(-E_n\) with weight \(|V_{in}|^2\). Two peaks mark two ways of making one quasiparticle.

For the doubled spinor, the negative-energy solutions repeat the positive ones, so \(N\) quasiparticles generate all \(2^N\) levels, and the ground energy is half the sum of the negative eigenvalues plus \(\tfrac12\mathrm{Tr}\,h\). It remains to test this on a two-site example, to show for which spinor the belief in independent negative levels is right, and to state the limits of the formula.
